# Resistance resonance of two tunnel-coupled wells with short-range disorder

To compute the sheet resistance of two quantum wells contacted in parallel, one must decide what to add. If the wells act as separate conductors, their conductivities add and the cleaner well carries most of the current. If tunnelling spreads each electron over both wells, the scattering rates must be averaged first, and the cleaner well no longer offers a path around the disorder of the other. For mobilities $\mu_1,\mu_2$ and equal densities the two prescriptions differ by the factor

$$r_{\max}=\frac{(\mu_1+\mu_2)^2}{4\mu_1\mu_2}.$$

This is the on-to-off ratio of the resistance resonance in the limit of strong coherent tunnelling. The derivations below also give the resistance between the limits, which tells when either prescription may be used.

## Model and conventions

Both wells have in-plane mass $m$ and, per unit area, density of states $\nu$ including spin and valleys. Let $\Delta$ be the level of well 1 minus that of well 2, and $T$ the full splitting of the two lowest states when the levels are aligned. In the basis of the two layers the Hamiltonian is $\hbar^2k^2/2m+h$, with

$$h=\frac12\begin{pmatrix}\Delta&T\\T&-\Delta\end{pmatrix}.$$

The Fermi energy $E_F$ is measured from the mean of the two levels and held fixed when $\Delta$ changes. The gas is degenerate and both subbands are occupied, so $E_F>\tfrac12\sqrt{T^2+\Delta^2}$.

The disorder potential $V_i(\mathbf r)$ in layer $i$ has short range:

$$\langle V_i(\mathbf r)V_j(\mathbf r')\rangle=U_{ij}\,\delta(\mathbf r-\mathbf r').$$

The off-diagonal $U_{12}$ allows for correlated disorder. Scattering conserves spin and valley, and $\nu_s$ is the density of states for one spin and one valley. In the Born approximation a separate layer has the rate

$$\frac1{\tau_i}=\frac{2\pi}{\hbar}\nu_sU_{ii},\qquad \mu_i=\frac{e\tau_i}{m}.$$

Scattering is isotropic, so $\tau_i$ is both the lifetime and the transport time. Half the sum and half the difference of the rates are

$$\gamma=\frac12\left(\frac1{\tau_1}+\frac1{\tau_2}\right),\qquad
\delta=\frac12\left(\frac1{\tau_1}-\frac1{\tau_2}\right).$$

Three identities follow by putting the fractions over a common denominator:

$$\gamma^2\tau_1\tau_2=\frac{(\tau_1+\tau_2)^2}{4\tau_1\tau_2}=r_{\max},\qquad
\delta^2\tau_1\tau_2=\frac{(\tau_1-\tau_2)^2}{4\tau_1\tau_2}=r_{\max}-1,$$

$$\gamma(\tau_1+\tau_2)=2r_{\max}.$$

The density matrix summed over $\mathbf k$ is $N=\nu(E_F-h)$, because a subband with edge $E_b$ holds $\nu(E_F-E_b)$ electrons. Its diagonal elements are the layer densities,

$$n_1=\nu\left(E_F-\frac\Delta2\right),\qquad n_2=\nu\left(E_F+\frac\Delta2\right).$$

They are equal, $n=\nu E_F$, at alignment. Detuning moves charge between the wells, so the comparison must use the parallel conductivity at the actual densities. With

$$S=n_1\tau_1+n_2\tau_2,$$

that conductivity is $e^2S/m$, and the resistance factor $r$ is defined by $\sigma=e^2S/(mr)$.

## First derivation: scattering between subbands

Suppose that the subbands are well resolved, so that each can be given an ordinary distribution function. The eigenvalues of $h$ are $\pm\Omega/2$, with $\Omega=\sqrt{T^2+\Delta^2}$. Let $u_{ib}$ be the real amplitude of subband $b$ in layer $i$. The golden rule for scattering from $b$ into all directions of $b'$ gives

$$W_{bb'}=\frac{2\pi}{\hbar}\nu_s\sum_{ij}u_{ib}u_{ib'}U_{ij}u_{jb}u_{jb'}.$$

Both final subbands are available at the Fermi energy and have the same density of states. The sum over $b'$ can therefore use completeness, $\sum_{b'}u_{ib'}u_{jb'}=\delta_{ij}$:

$$\frac1{\tau_b}=\sum_{b'}W_{bb'}=\sum_i\frac{u_{ib}^2}{\tau_i}.$$

The correlation $U_{12}$ has dropped out. It shifts scattering between the intrasubband and intersubband channels without changing their sum. Electrons scattered into a state arrive equally from all directions and bring no net momentum, so $\tau_b$ is also the transport time.

At alignment every weight $u_{ib}^2$ is $1/2$ and both subbands have the rate $\gamma$. The two subbands together hold $2n$ electrons, so

$$\sigma_{\rm on}=\frac{2ne^2}{m\gamma}=\frac{ne^2}{m}\,\frac{4\tau_1\tau_2}{\tau_1+\tau_2}.$$

For separate wells with the same densities, $\sigma_{\rm off}=ne^2(\tau_1+\tau_2)/m$. The resistance ratio is the inverse conductivity ratio:

$$\frac{R_{\rm on}}{R_{\rm off}}=\frac{\sigma_{\rm off}}{\sigma_{\rm on}}
=\frac{(\tau_1+\tau_2)^2}{4\tau_1\tau_2}
=\frac{(\mu_1+\mu_2)^2}{4\mu_1\mu_2}.$$

The ratio is never below one, since $(\mu_1+\mu_2)^2-4\mu_1\mu_2=(\mu_1-\mu_2)^2$. Equal mobilities give no resonance.

The same argument gives the dependence on detuning. The expectation value of $h$ in the upper subband is $\Omega/2$, and the derivative of this energy with respect to $\Delta$ is half the difference of the layer weights. That difference is therefore $c=d\Omega/d\Delta=\Delta/\Omega$. The upper subband has weights $(1\pm c)/2$ in layers 1 and 2, and the lower subband has them interchanged. Hence

$$\frac1{\tau_\pm}=\gamma\pm c\delta,\qquad n_\pm=\nu\left(E_F\mp\frac\Omega2\right).$$

Adding the conductivities of the subbands,

$$\frac{m\sigma}{e^2}=\nu\,\frac{(E_F-\Omega/2)(\gamma-c\delta)+(E_F+\Omega/2)(\gamma+c\delta)}{\gamma^2-c^2\delta^2}
=\nu\,\frac{2E_F\gamma+\Delta\delta}{\gamma^2-c^2\delta^2},$$

where $\Omega c=\Delta$. To compare this with $S$, use $\tau_1+\tau_2=2\gamma\tau_1\tau_2$ and $\tau_1-\tau_2=-2\delta\tau_1\tau_2$:

$$S=\nu E_F(\tau_1+\tau_2)-\frac{\nu\Delta}2(\tau_1-\tau_2)
=\nu\tau_1\tau_2(2E_F\gamma+\Delta\delta).$$

The factor containing the densities is the same in both expressions, so it cancels:

$$r=\tau_1\tau_2(\gamma^2-c^2\delta^2)
=r_{\max}-(r_{\max}-1)\frac{\Delta^2}{\Omega^2}
=1+(r_{\max}-1)\frac{T^2}{T^2+\Delta^2}.$$

This expression fails at small splitting. At $\Delta=0$ it gives $r_{\max}$ however small $T$ is, although wells with $T=0$ are independent. The fault lies in the distribution functions. When disorder broadens the subbands by more than their separation, coherence between them cannot be dropped.

## Second derivation: the density matrix of the layers

Now keep the full $2\times2$ density matrix $\rho_{\mathbf k}$. The Born self-energy has the elements $\Sigma_{ij}=U_{ij}\sum_{\mathbf k}G_{ij}(\mathbf k)$, with the sum taken for one spin and valley. Its imaginary part contains

$$\sum_{\mathbf k}\delta\!\left(E-\frac{\hbar^2k^2}{2m}-h\right)=\nu_s\begin{pmatrix}1&0\\0&1\end{pmatrix},$$

because both subbands have the same constant density of states. It is therefore diagonal in the layers, and $U_{12}$ does not enter. The real part shifts the levels slightly and is absorbed in $\Delta$ and $T$. An amplitude in layer $i$ decays at the rate $1/(2\tau_i)$, so scattering out of $\mathbf k$ contributes $-\tfrac12\{\Gamma,\rho_{\mathbf k}\}$, with $\Gamma={\rm diag}(1/\tau_1,1/\tau_2)$ and braces for the anticommutator.

For a force $F$ along $x$ the linearized steady state obeys

$$\frac F\hbar\frac{\partial\rho^0_{\mathbf k}}{\partial k_x}+\frac i\hbar[h,\rho_{\mathbf k}]+\frac12\{\Gamma,\rho_{\mathbf k}\}=\text{scattering in}.$$

Multiply by $\hbar k_x$ and sum over $\mathbf k$, spin and valley. Scattering in is isotropic and gives zero. Integration by parts turns the first term into $-FN$. Writing the momentum matrix as $\sum\hbar k_x\rho_{\mathbf k}=Fg$ leaves

$$\frac i\hbar[h,g]+\frac12\{\Gamma,g\}=N,\qquad \sigma=\frac{e^2}m{\rm Tr}\,g.$$

The second relation holds because the current is charge times momentum over mass, and the force is charge times field.

Write $g_{11}=a$, $g_{22}=b$ and $g_{12}=g_{21}^*=x+iy$. The commutator has the elements

$$[h,g]_{11}=\frac T2(g_{21}-g_{12})=-iTy,\qquad [h,g]_{22}=iTy,$$

$$[h,g]_{12}=\Delta(x+iy)+\frac T2(b-a).$$

Define $J=Ty/\hbar$. The diagonal equations become

$$\frac a{\tau_1}+J=n_1,\qquad \frac b{\tau_2}-J=n_2.$$

Thus $FJ$ is the momentum passed per unit time and area from layer 1 to layer 2 by tunnelling. Since $N_{12}=-\nu T/2$, the real and imaginary parts of the off-diagonal equation are

$$\gamma x-\frac\Delta\hbar y=-\frac{\nu T}2,\qquad
\gamma y+\frac\Delta\hbar x=\frac T{2\hbar}(a-b).$$

Solve the first for $x$, insert it in the second, and multiply by $\hbar^2\gamma$. With $\nu\Delta=n_2-n_1$ this gives

$$y(\hbar^2\gamma^2+\Delta^2)=\frac{\hbar T}2\left[\gamma(a-b)+n_2-n_1\right].$$

Now insert $a=\tau_1(n_1-J)$ and $b=\tau_2(n_2+J)$. The terms in the bracket without $J$ are

$$n_1(\gamma\tau_1-1)-n_2(\gamma\tau_2-1)
=\frac{\tau_1-\tau_2}2\left(\frac{n_1}{\tau_2}+\frac{n_2}{\tau_1}\right)
=\frac{(\tau_1-\tau_2)S}{2\tau_1\tau_2},$$

because $\gamma\tau_1-1=(\tau_1-\tau_2)/(2\tau_2)$ and $\gamma\tau_2-1=(\tau_2-\tau_1)/(2\tau_1)$. The term with $J$ is $-\gamma(\tau_1+\tau_2)J=-2r_{\max}J$. Put $B=\hbar^2\gamma^2+\Delta^2$ and multiply the equation for $y$ by $T/\hbar$:

$$BJ=\frac{T^2}2\left[\frac{(\tau_1-\tau_2)S}{2\tau_1\tau_2}-2r_{\max}J\right],
\qquad
J=\frac{T^2(\tau_1-\tau_2)S}{4\tau_1\tau_2(B+r_{\max}T^2)}.$$

The trace is $a+b=S-(\tau_1-\tau_2)J$. Using $(\tau_1-\tau_2)^2/(4\tau_1\tau_2)=r_{\max}-1$,

$${\rm Tr}\,g=S\left[1-\frac{(r_{\max}-1)T^2}{B+r_{\max}T^2}\right]
=S\,\frac{B+T^2}{B+r_{\max}T^2}.$$

Therefore $r=(B+r_{\max}T^2)/(B+T^2)$, or

$$r(\Delta)=1+(r_{\max}-1)\frac{T^2}{T^2+\Delta^2+\hbar^2\gamma^2},$$

$$R=\frac{r(\Delta)}{e(n_1\mu_1+n_2\mu_2)}.$$

The excess $r-1$ is a Lorentzian in $\Delta$ with half-width $\sqrt{T^2+\hbar^2\gamma^2}$. For $T\gg\hbar\gamma$ its peak tends to $r_{\max}$. For $T\ll\hbar\gamma$ the peak excess is approximately $(r_{\max}-1)T^2/(\hbar\gamma)^2=(\delta/\gamma)^2\,T^2\tau_1\tau_2/\hbar^2$. The separate-well prescription therefore returns when $T\ll\hbar/\sqrt{\tau_1\tau_2}$. For very unequal mobilities this is a much stricter condition than $T\ll\hbar\gamma$.

A very dirty second well gives an instructive case. If $\tau_2\ll\tau_1$, then $\gamma\approx1/(2\tau_2)$ and $r_{\max}-1\approx\tau_1/(4\tau_2)$, so

$$r(0)-1\approx\frac{\tau_1\tau_2T^2}{4\tau_2^2T^2+\hbar^2}.$$

At fixed $T$ and $\tau_1$ this is largest at $\hbar/\tau_2=2T$. That point satisfies $\tau_2\ll\tau_1$ only if $2T\gg\hbar/\tau_1$; for smaller $T$ the maximum of the full formula lies higher, for example at $\hbar/\tau_2=5\hbar/\tau_1$ when $T=\hbar/\tau_1$. More disorder in the second well then weakens the resonance, although $r_{\max}$ continues to grow, because electrons lose phase coherence before they can share the wells.

## What each derivation assumes

Both derivations use the Born approximation, short-range disorder, equal masses, and two occupied subbands whose edges lie below $E_F$ by much more than $\hbar/\tau_i$. Both omit quantum interference between scattering paths. Neither needs uncorrelated disorder.

The subband derivation also assumes that coherence between subbands is negligible. Its result differs from the full one by the missing $\hbar^2\gamma^2$ in the denominator, so it is justified for $\Omega\gg\hbar\gamma$. The density-matrix derivation makes no assumption about $T/\hbar\gamma$.

The full result was tested against a Kubo conductivity integrated numerically with a self-consistent self-energy. With $\hbar/\tau_i=0.4$ and $1.6$, $E_F=400$, $T$ from 0.5 to 40 and $|\Delta|$ up to 50, all in one energy unit, and disorder correlation coefficients from $-0.9$ to $0.9$, the largest relative deviation at the points tested was about $10^{-3}$.

## A silicon double well

Take two silicon wells 4 nm wide, separated by a 1.5 nm silicon-germanium barrier 0.15 eV high. The mass is $0.19\,m_e$ in the plane and $m_z=0.92\,m_e$ across the layers, also in the barrier, and two valleys are occupied. Each well holds $8\times10^{11}$ cm$^{-2}$ at alignment, with mobilities 100000 and 25000 cm²/Vs.

The splitting follows from matching $\cos k(z-z_0)$ in a well of width $w$ to decaying waves outside and to an even or odd wave in the barrier of width $d$ and height $V_b$. The outer and inner interfaces fix the two phases, whose sum is

$$kw=\arctan\frac\kappa k+\arctan\frac{\kappa t}k,$$

where $k=\sqrt{2m_zE}/\hbar$ and $\kappa=\sqrt{2m_z(V_b-E)}/\hbar$. Here $t=\tanh(\kappa d/2)$ for the even state and $\coth(\kappa d/2)$ for the odd state. The difference of the two energies is $T=0.832$ meV. This treats the wells as flat, leaving out the field of the electrons themselves; the size of that simplification is given in the last section.

From $\tau_i=m\mu_i/e$ the scattering times are 10.8 and 2.70 ps. The corresponding $\hbar/\tau_i$ are 0.061 and 0.244 meV, so $\hbar\gamma=0.152$ meV. The ideal ratio is

$$r_{\max}=\frac{(125000)^2}{4\times100000\times25000}=1.5625,$$

and at the actual splitting

$$r(0)=1+0.5625\,\frac{0.832^2}{0.832^2+0.152^2}=1.544.$$

The half-width is 0.846 meV. The parallel resistance at equal densities is $1/[en(\mu_1+\mu_2)]=62.4\ \Omega$ per square, so the resistance at alignment is 96.4 Ω, against 97.5 Ω in the ideal limit.

A detuning sweep at fixed $E_F$ shows why the off state needs care. At $\Delta=-3$ meV the cleaner well gains electrons and the resistance is 55.1 Ω. At $+3$ meV it loses them and the resistance is 79.0 Ω. Dividing 96.4 Ω by these values gives 1.75 or 1.22, neither of which is the equal-density ratio. Yet $r=1.040$ at both points.

The formula shows how to remove the asymmetry. Since $r$ is even in $\Delta$, averaging the conductances at $\pm\Delta$ cancels the transferred charge, provided that the mobilities do not depend on density, as assumed here. The average here corresponds to 64.9 Ω, which is $1.040\times62.4\ \Omega$. The remaining 4% is the tail of the resonance. By the formula, which assumes a degenerate gas, it falls to 0.6% at $\pm8$ meV. With $E_F=5.04$ meV the upper subband empties at a detuning of about 10 meV, and the detuning must stay well below this value. At 8 meV the subband edge is only 1.0 meV below $E_F$, so at 4.2 K thermal emptying already changes a tail this small.

In real wells the mobility usually changes with density, and the cancellation is then incomplete. If each mobility were proportional to the density of its well, the average at $\pm3$ meV would correspond to 61.2 Ω instead of 64.9 Ω, an error larger than the tail itself. The measured dependence of mobility on density must then be included.

## Real wells and neglected effects

The flat-well splitting is an overestimate at these densities. With equal doping on both sides, the field of the charges pulls the electrons away from the central barrier, and a self-consistent Hartree calculation gives $T\approx0.54$ meV instead of 0.832 meV. The peak ratio changes little, from 1.544 to 1.52, because $T$ still exceeds $\hbar\gamma$. The half-width falls more, from 0.846 to about 0.56 meV, and the tail at $\pm3$ meV falls from 4% to about 1.8%. Exchange, which the Hartree calculation omits, deepens the wells further; a simple local exchange term lowers $T$ to roughly 0.45 meV and the peak ratio to about 1.50. A device calculation should therefore use the self-consistent splitting. The numbers below keep the flat-well value.

The densities and mobilities are round values chosen for illustration. A mobility of 100000 cm²/Vs is optimistic for a well only 4 nm wide, where interface roughness matters. Rougher wells would have a larger $\hbar\gamma$ and need a larger $T$ for the same fraction of $r_{\max}-1$.

Real disorder has a finite range. If it is uncorrelated between the wells, coherence decays at the mean total scattering rate $\gamma_q$, while momentum still relaxes at the transport rates. At alignment the equation for $y$ then gives $J=w_t(a-b)$, with $w_t=T^2/(2\hbar^2\gamma_q)$. Eliminating $a$ and $b$ as before,

$$r(0)=\frac{1+w_t(\tau_1+\tau_2)}{1+w_t(\tau_1+\tau_2)/r_{\max}}
=1+(r_{\max}-1)\frac{T^2}{T^2+\hbar^2\gamma_q\gamma},$$

since $(\tau_1+\tau_2)/r_{\max}=2/\gamma$. For a scattering probability proportional to $\exp(-q^2\ell^2/2)$ at momentum transfer $\hbar q$, with $\ell=5$ nm and the transport mobilities held fixed, the peak falls from 1.544 to 1.537. This takes one Fermi wavenumber for both subbands, which matters at the level of 0.001.

Remote charges scatter mostly through small angles and can make $\gamma_q$ much larger than $\gamma$. They also act on both wells at once. Potentials of the same sign in the two wells slow the loss of coherence, so the formula with $\gamma_q$ then overstates the reduction of the peak.

Silicon also has a valley splitting, taken here as roughly 0.2 meV. If its phase is opposite in the two wells, tunnelling connects levels displaced by $+0.2$ meV for one valley combination and $-0.2$ meV for the other. At nominal alignment the peak ratio becomes $r(0.2\ \text{meV})=1.515$.

The finite Fermi energy has a smaller effect than this valley splitting. The Kubo integral with the example's own $E_F$, and with the self-energy cut off at $2E_F$, gives 1.534, which is 0.6% below the formula. The last digits depend on the cutoff, which shifts the two levels unequally: cutoffs of 5, 20 and $100E_F$ give values between 1.527 and 1.537 at nominal alignment, and 1.538 to 1.539 at the shifted maximum. Interference corrections are not included in the integral; their scale is set by $1/(k_Fl)=0.024$ in the poorer well, where $k_F$ is the Fermi wavenumber and $l$ the mean free path.

At 4.2 K, $k_BT_{\rm temp}=0.36$ meV, far below $E_F$. The order-of-magnitude electron-electron broadening $(k_BT_{\rm temp})^2/E_F$ is 0.026 meV, small beside $\hbar\gamma$. Phonon scattering is left out. The next subband pair lies 43.5 meV higher in flat wells, and about 42 meV higher with the field of the charges included. A detuning of 3 meV corresponds to a net field of 0.0055 MV/cm across the 5.5 nm between well centres. The applied field must be larger, because the charge that moves between the wells opposes it. Treating this charge as two thin sheets in silicon gives an applied field of about 0.04 MV/cm, small beside the breakdown field of silicon, roughly 0.3 MV/cm. With doping on both sides, however, the charges already produce about 0.12 MV/cm at the outer edge of each well, and on one side the applied field adds to this.

The remaining values are in the numerical output below.

## Table of computed values

```
largest Kubo-formula deviation in tests: 1.0e-03 (relative)
in-plane mass, mass across layers: 0.19, 0.92 m_e; valleys: 2
well, barrier width: 4.0, 1.5 nm; barrier height: 0.15 eV
density per well: 8.0e+11 cm^-2
mobilities: 100000, 25000 cm^2/Vs
scattering times: 10.80, 2.70 ps
hbar/tau_1, hbar/tau_2, hbar*gamma: 0.0609, 0.2437, 0.1523 meV
tunnel splitting T: 0.8319 meV (grid check 0.8319 meV)
density of states per well: 1.587e+11 meV^-1 cm^-2
Fermi energy: 5.040 meV; Fermi wavenumber: 0.1585 nm^-1
ideal ratio r_max: 1.5625
peak ratio r(0) at this T: 1.5443
half-width of resonance: 0.8457 meV (root search 0.8457 meV)
parallel sheet resistance, equal densities: 62.42 ohm
ideal resonance sheet resistance: 97.52 ohm
D = -3.0 meV: n1, n2 = 1.038e+12, 5.619e+11 cm^-2; r = 1.0401; R = 55.08 ohm
D = -1.0 meV: n1, n2 = 8.794e+11, 7.206e+11 cm^-2; r = 1.2270; R = 72.28 ohm
D = +0.0 meV: n1, n2 = 8.000e+11, 8.000e+11 cm^-2; r = 1.5443; R = 96.38 ohm
D = +1.0 meV: n1, n2 = 7.206e+11, 8.794e+11 cm^-2; r = 1.2270; R = 81.43 ohm
D = +3.0 meV: n1, n2 = 5.619e+11, 1.038e+12 cm^-2; r = 1.0401; R = 79.03 ohm
neglected effects, sized for this example:
peak ratio with disorder range 5.0 nm: 1.5368
peak ratio, opposite valley phases, splitting 0.2 meV: 1.5154
peak ratio from Kubo quadrature at this E_F: 1.5343
thermal energy at 4.2 K: 0.3619 meV
band-edge thermal factor exp(-(E_F-T/2)/kT): 2.8e-06
electron-electron broadening scale (kT)^2/E_F: 0.0260 meV
localization scale 1/(k_F l), poorer well: 0.0242
gap to next subband pair: 43.5 meV
field for D = 3.0 meV: 0.00545 MV/cm
```
